# Fermi Level for Zero Mean Charge on a Silicon Dangling Bond

A calculation of the gate voltage of a metal-oxide-silicon structure must decide what charge to assign to the dangling bonds at the interface for each position of the Fermi level. One feature of this charge is the position of the Fermi level at which it changes sign. Midgap is a tempting choice, but the defect's own energies fix the answer: the sign changes halfway between its two charge transition levels, provided that its positive and negative states have equal internal partition functions.

A silicon dangling bond is an orbital on a silicon atom that lacks one neighbour. It can hold \(N=0\), 1 or 2 electrons. With one electron it is neutral, so its charge in units of the elementary charge \(e\) is \(q=1-N\), and the three charge states are D\(^+\), D\(^0\) and D\(^-\). The defect is called amphoteric because it can either give up or accept an electron. Let \(E_+\), \(E_0\) and \(E_-\) be the lowest total energies of these states, each with its atoms relaxed. The transition levels are

\[
E(+/0)=E_0-E_+,\qquad E(0/-)=E_--E_0 .
\]

Each is the energy needed to add one electron, so it can be compared directly with the Fermi level \(\mu\). All of them are measured from the valence band edge at the interface. Spin entropy is not included in the levels; it enters through the counting of states. Define also

\[
U=E(0/-)-E(+/0),\qquad M=\tfrac12\left[E(+/0)+E(0/-)\right].
\]

Here \(U\) is the effective repulsion between the two electrons, with atomic relaxation included, and \(M\) is the midpoint. Adding the two transition levels gives \(E_--E_+=2M\).

The silicon acts as a large reservoir of electrons at temperature \(T\). When the defect is in a state of energy \(E_s\) with \(N\) electrons, the reservoir has lost that energy and those electrons. Since \(\partial S/\partial E=1/T\) and \(\partial S/\partial N=-\mu/T\) for the reservoir entropy \(S\), its entropy has changed by \((-E_s+\mu N)/T\). The probability of the defect state is proportional to the number of reservoir states that accompany it, hence to

\[
\exp\left(-\frac{E_s-\mu N}{kT}\right),
\]

where \(k\) is Boltzmann's constant.

The number of defect states of each charge is needed next. D\(^+\) has an empty orbital: one state. D\(^0\) has one electron with spin up or down: two states of equal energy without a magnetic field. D\(^-\) has a filled orbital with paired spins: one state. For the moment other internal excitations, such as vibrations, are left out. Dividing all weights by that of D\(^+\) gives

\[
w_+=1,\qquad w_0=2\exp\left[\frac{\mu-E(+/0)}{kT}\right],\qquad
w_-=\exp\left[\frac{2(\mu-M)}{kT}\right].
\]

The last exponent contains \(2\mu\) because two electrons have been taken from the reservoir, and \(2M\) because that is the energy of D\(^-\) above D\(^+\). The mean charge is

\[
\langle q\rangle=\frac{w_+-w_-}{w_++w_0+w_-}.
\]

Its zero requires \(w_-=w_+\), that is, \(2(\mu-M)/kT=0\). The neutral weight drops out of this condition because a neutral defect adds nothing to the numerator.

To obtain the whole charge curve, set

\[
x=\frac{\mu-M}{kT},\qquad a=\exp\left(\frac{U}{2kT}\right),
\]

and multiply each weight by \(e^{-x}\), which leaves the ratio unchanged. The outer weights become \(e^{-x}\) and \(e^{x}\). In the neutral weight \(\mu\) cancels:

\[
w_0e^{-x}=2\exp\left[\frac{\mu-E(+/0)-\mu+M}{kT}\right]
=2\exp\left[\frac{M-E(+/0)}{kT}\right]=2a,
\]

since \(M-E(+/0)=U/2\). Therefore

\[
\langle q\rangle=\frac{e^{-x}-e^{x}}{e^{-x}+2a+e^{x}}
=-\frac{\sinh x}{\cosh x+a}.
\]

The denominator is positive and \(\sinh x\) vanishes only at \(x=0\). The mean charge is thus positive for \(\mu<M\), zero at \(\mu=M\) and negative for \(\mu>M\), at every \(T>0\) and for either sign of \(U\).

The slope has a direct meaning. Each weight depends on \(\mu\) through \(e^{\mu N/kT}\), so differentiating \(\langle N\rangle=\sum Nw/\sum w\) gives

\[
\frac{d\langle N\rangle}{d\mu}
=\frac{\langle N^2\rangle-\langle N\rangle^2}{kT},
\qquad
\frac{d\langle q\rangle}{d\mu}=-\frac{\mathrm{Var}(N)}{kT}<0 .
\]

The second term in the variance comes from differentiating the denominator. At finite temperature all three states have nonzero probability, so the variance cannot vanish and the curve falls strictly.

Zero mean charge does not mean that every defect is neutral. At \(x=0\) the weights are in the ratio \(1:2a:1\), so

\[
P_+=P_-=\frac{1}{2(1+a)},\qquad P_0=\frac{a}{1+a},\qquad
P_++P_-=\frac{1}{1+a}.
\]

For \(U\gg kT\), \(a\) is large and almost all defects are neutral. For \(U=0\), \(a=1\) and half are charged; the charge law becomes \(-\sinh x/(\cosh x+1)=-\tanh(x/2)\), the result for two independent electrons in levels at \(M\). For negative \(U\) with \(|U|\gg kT\), \(a\) tends to zero and \(\langle q\rangle\) tends to \(-\tanh x\). Electrons then enter mainly in pairs, and the zero is a balance between nearly equal numbers of D\(^+\) and D\(^-\), with few neutral defects.

Spin does affect the Fermi levels at which neighbouring charge states are equally likely. Setting \(w_0=w_+\) gives \(2\exp\{[\mu-E(+/0)]/kT\}=1\). For the other pair, use \(2M=E(+/0)+E(0/-)\):

\[
\frac{w_-}{w_0}=\frac12\exp\left[\frac{\mu-E(0/-)}{kT}\right]=1 .
\]

The two solutions are

\[
\mu_{+0}=E(+/0)-kT\ln2,\qquad
\mu_{0-}=E(0/-)+kT\ln2 .
\]

The doubled neutral state widens its own range equally on both sides. The average of the two values is still \(M\), so either kind of level may be used to locate the zero, as long as both members of the pair are defined in the same way. A magnetic field that splits the neutral doublet by \(b\) replaces its factor 2 by \(e^{b/2kT}+e^{-b/2kT}=2\cosh(b/2kT)\). This changes the neutral fraction but not the condition \(w_+=w_-\).

A program that accepts only traps with a single charge step can represent the dangling bond by a donor and an acceptor. Write \(s=w_-/w_0\), and give the donor the charge \(1/(1+w_0)\) and the acceptor the charge \(-s/(1+s)\). Because \(w_0s=w_-\), their sum is

\[
\frac{1}{1+w_0}-\frac{s}{1+s}
=\frac{1-w_0s}{(1+w_0)(1+s)}
=\frac{1-w_-}{1+w_0+w_-+s}.
\]

The numerator is that of the true defect, so the zero is the same. The extra \(s\) in the denominator comes from a state in which donor and acceptor are both charged, which a single dangling bond does not possess. Relative to the true denominator it is

\[
\frac{s}{1+w_0+w_-}=\frac{e^{x}/2a}{2e^{x}(\cosh x+a)}
=\frac{1}{4a(\cosh x+a)}\le\frac{1}{4a(1+a)} .
\]

The replacement is therefore good for \(U\gg kT\), with the spin factors kept as above. At \(U=0\), where \(a=1\), the extra term reaches one eighth of the true denominator. For negative \(U\) with \(|U|\gg kT\), \(a\) is small and the extra term exceeds the true denominator near \(x=0\), so the replacement fails there.

As an example take rough typical values for an oxidized silicon surface: \(E(+/0)=0.30\) eV, \(E(0/-)=0.85\) eV, a gap of 1.12 eV, \(10^{12}\) dangling bonds per cm\(^2\), and 10 nm of oxide at 300 K. Then

\[
M=\frac{0.30+0.85}{2}=0.575\ \text{eV},\qquad U=0.85-0.30=0.55\ \text{eV}.
\]

The zero lies 0.015 eV above midgap, which is at 0.560 eV. With \(kT=0.02585\) eV,

\[
\frac{U}{2kT}=\frac{0.55}{2(0.02585)}=10.64,\qquad a=4.17\times10^4 .
\]

At \(M\) the charged fraction is \(1/(1+a)=2.4\times10^{-5}\), or \(2.4\times10^7\) defects per cm\(^2\), half of each sign. The levels of equal occupation are \(0.300-0.018=0.282\) eV and \(0.850+0.018=0.868\) eV. Between them the neutral state is the most probable.

A sheet charge \(Q=eN_D\langle q\rangle\), with \(N_D\) the defect density, shifts the gate voltage. At fixed band bending in the silicon the gate must carry an additional charge \(-Q\), which changes the voltage across the oxide by

\[
\Delta V=-\frac{Q}{C},\qquad
C=\frac{\varepsilon_0\varepsilon_{\rm ox}}{d}=0.345\ \mu\text{F/cm}^2,
\]

for a relative permittivity \(\varepsilon_{\rm ox}=3.9\) and thickness \(d=10\) nm. At \(\mu=0.20\) eV the weight of D\(^-\) is negligible, and

\[
\langle q\rangle\simeq\frac{1}{1+2\exp(-0.10/0.02585)}=0.960 .
\]

This gives \(Q=0.154\ \mu\)C/cm\(^2\) and \(\Delta V=-0.154/0.345=-0.445\) V. The level \(\mu=0.95\) eV lies equally far above \(M\), so the charge and voltage shift have the same sizes and opposite signs. At midgap, by contrast, \(x=-0.015/0.02585=-0.58\), and

\[
\langle q\rangle\simeq\frac{\sinh(0.58)}{4.17\times10^4}=1.5\times10^{-5},
\]

with a voltage shift of only \(-6.8\ \mu\)V. Taking midgap for the zero would therefore do no practical harm here as far as the charge at that point is concerned. The same flatness makes \(M\) hard to locate from a voltage measurement near the zero. The large changes of charge occur near the two transition levels, and their average gives \(M\).

The equality of the internal partition functions is a real condition. Let \(Z_+\) and \(Z_-\) include all internal excitations, with energies counted from the lowest state of each charge. The outer weights become \(Z_+\) and \(Z_-e^{2x}\), and equating them gives

\[
\mu_{\rm zero}=M+\frac{kT}{2}\ln\frac{Z_+}{Z_-}.
\]

Vibrations provide an example. A harmonic mode of quantum \(\hbar\omega\) contributes \(\sum_n e^{-n\hbar\omega/kT}=1/(1-e^{-\hbar\omega/kT})\), with its zero-point energy already included in the transition levels. For illustration, let three modes have quanta of 0.050 eV in D\(^+\) and 0.040 eV in D\(^-\). Then

\[
\frac{Z_+}{Z_-}=\left(\frac{1-e^{-0.040/0.02585}}{1-e^{-0.050/0.02585}}\right)^3=0.779,
\]

and the zero moves by \(\tfrac12(0.02585)\ln0.779=-0.003\) eV. The softer negative state has more thermally accessible vibrations, so it reaches equal weight at a lower Fermi level.

Coulomb forces between dangling bonds need not move the zero. At \(\mu=M\), subtracting \(\mu N\) from the energies, with D\(^+\) as reference, gives 0 for D\(^+\), \(E(+/0)-M=-U/2\) for D\(^0\), and \(2M-2M=0\) for D\(^-\). These values do not change when \(q\) is replaced by \(-q\). An interaction \(V_{ij}q_iq_j\) between defects \(i\) and \(j\) does not change either when all charges are reversed. Every configuration then has a partner of equal weight and opposite charge, and the mean charge is zero. The argument requires that the interaction depend on net charges and that fixed charges nearby do not shift the local levels relative to \(\mu\). For the example, defects on a square grid would be \((10^{12}\ \text{cm}^{-2})^{-1/2}=10\) nm apart. With the average of the relative permittivities of oxide and silicon, \((3.9+11.7)/2=7.8\), the energy of two charges at this distance is

\[
\frac{e^2}{4\pi\varepsilon_0(7.8)(10\ \text{nm})}=0.0185\ \text{eV}.
\]

Defects placed at random often have a closer neighbour, which raises this energy, while screening by the gate, left out here, lowers it. A gate 10 nm away lowers the value at 10 nm spacing to about 0.013 eV, half of \(kT\). The interaction can therefore alter the shape of the charge curve near the transition levels even though the zero stays. The average potential of the charged sheet is already counted when \(\mu\) is measured from the band edge at the interface; only the part due to the discreteness of the charges is additional.

At a real interface the levels also vary from site to site. Suppose their joint distribution is unchanged by the reflection that sends \(E(+/0)\) to \(2M-E(0/-)\) and \(E(0/-)\) to \(2M-E(+/0)\), where \(M\) is now the midpoint of the mean levels. Each site then has an equally likely partner with the same \(U\) and its own midpoint on the other side of \(M\). Their charges at \(\mu=M\) cancel, and the zero stays.

Unequal widths break this symmetry. Let the levels have independent Gaussian distributions with standard deviations \(\sigma_1\) for \(E(+/0)\) and \(\sigma_2\) for \(E(0/-)\). Where few sites are charged, \(P_+\simeq1/w_0\) and \(P_-\simeq w_-/w_0\). The Gaussian average of \(e^{y/kT}\), for a deviation \(y\) of width \(\sigma\), is \(e^{\sigma^2/2(kT)^2}\). Equating the averaged probabilities, with mean levels in the exponents, gives

\[
E(+/0)-\mu+\frac{\sigma_1^2}{2kT}
=\mu-E(0/-)+\frac{\sigma_2^2}{2kT},
\qquad
\mu-M=\frac{\sigma_1^2-\sigma_2^2}{4kT}.
\]

For rough widths of 0.08 and 0.05 eV this estimate is \((0.0064-0.0025)/0.1034=0.038\) eV. Averaging the full charge law numerically over a grid of both levels, and then searching for its root, gives 0.035 eV. The estimate is slightly high because it lets \(P_+\) grow exponentially at sites whose lower level lies above \(\mu\), whereas a probability cannot exceed one; the wider lower level has more such sites. The size of the shift depends on the tails of the distributions, not only on their widths: about two thirds of the averaged \(P_+\) at the zero comes from sites more than 2.5 standard deviations above the mean. Flat distributions with the same standard deviations give only 0.020 eV, so for a real interface the value indicates an order of magnitude. At the original \(M\) the averaged charge is \(+9.2\times10^{-4}\) per defect, a net density of \(9\times10^8\) cm\(^{-2}\). The zero has moved by more than \(kT\), yet the charge left at \(M\) is small compared with the \(10^{12}\) cm\(^{-2}\) available.

These parameters are close to the usual regime of oxidized silicon before hydrogen treatment; hydrogen can passivate most dangling bonds and make their density much smaller. Real interfaces break the assumption of identical sites, and for Gaussian distributions of the widths chosen this causes the largest shift of the zero estimated here. Heating has an effect of similar order: if the gap narrows by roughly 0.03 eV between 300 and 400 K and the levels keep their fractions of it, \(M\) moves by \(-0.575(0.03/1.12)=-0.015\) eV, and the shift from unequal Gaussian widths shrinks from 0.035 to 0.027 eV, so the zero falls by about 0.024 eV in all. With the levels held fixed instead, the charged fraction at \(M\) rises to \(3.4\times10^{-4}\) at 400 K. If every defect is charged, the oxide field due to them is \(eN_D/(\varepsilon_0\varepsilon_{\rm ox})=0.46\) MV/cm, well below the rough breakdown field of 10 MV/cm for a good oxide. Other interface states and fixed oxide charge add their own contributions, so zero charge on the dangling bonds does not imply zero total interface charge.

Finally, the statistics require time for electrons to be exchanged. In equilibrium, capture of conduction electrons by D\(^0\) balances emission from D\(^-\): \(c\,nP_0=P_-/\tau\), where \(c\) is the capture coefficient, \(n\) the electron density at the interface and \(\tau\) the emission time. Insert \(n=N_b\exp[-(E_g-\mu)/kT]\), with \(N_b\) the effective density of band states and \(E_g\) the gap, and \(P_0/P_-=2\exp\{[E(0/-)-\mu]/kT\}\). The Fermi level cancels:

\[
\tau=\frac{1}{2cN_b}\exp\left[\frac{E_g-E(0/-)}{kT}\right].
\]

Rough values \(c=10^{-8}\) cm\(^3\)/s and \(N_b=3\times10^{19}\) cm\(^{-3}\) give about \(6\times10^{-8}\) s. The same balance for holes, with \(E(+/0)\) in place of \(E_g-E(0/-)\) and the same \(c\) and \(N_b\), gives about \(2\times10^{-7}\) s for D\(^+\). A voltage sweep slow compared with these times lets the defects follow the Fermi level, provided the carriers at the interface are themselves in equilibrium. With \(c\) and \(N_b\) held fixed, cooling lengthens both times exponentially, and a sweep that is slow enough at 300 K may then leave the defects with a charge that the equilibrium formula does not describe.
